# Linear Vibronic Coupling Parameters from Adiabatic Gradients and Squared Gaps

**Q.** An electronic-structure calculation gives me adiabatic energies. The linear vibronic model of Köppel, Domcke and Cederbaum wants constants $\kappa$ and $\lambda$ that belong to diabatic states, which I never computed. What are these constants, before we discuss how to get them?

**A.** They are matrix elements of the first derivative of the electronic Hamiltonian. Write the total potential energy operator at fixed nuclei as $V_0(Q)+h(Q)$. Here $V_0$ is a potential common to all the electronic states considered, and $h$ acts on the electrons. The coordinates $Q_i$ are dimensionless normal coordinates, and $Q=0$ is a minimum of $V_0$. At $Q=0$ the electronic states obey

$$h(0)|n\rangle=E_n|n\rangle .$$

I take them real, which is possible without a magnetic field or spin-orbit coupling. Now keep $|1\rangle$ and $|2\rangle$ fixed while the nuclei move. These frozen states are the diabatic basis, and they coincide with the adiabatic states at $Q=0$. To first order in $Q$,

$$\langle n|h(Q)|m\rangle=E_n\delta_{nm}+\sum_i\langle n|h'_i|m\rangle Q_i,\qquad h'_i=\left.\frac{\partial h}{\partial Q_i}\right|_{0}.$$

With the definitions

$$\kappa_{n,i}=\langle n|h'_i|n\rangle,\qquad \lambda_i=\langle 1|h'_i|2\rangle,$$

the potential matrix of the pair is $V_0\mathbf 1+W$, where

$$W=\begin{pmatrix}E_1+\sum_i\kappa_{1,i}Q_i&\sum_i\lambda_iQ_i\\ \sum_i\lambda_iQ_i&E_2+\sum_i\kappa_{2,i}Q_i\end{pmatrix}.$$

So $\kappa_n$ is minus the force on the nuclei in state $n$ at the reference geometry, and $\lambda$ measures how strongly a displacement mixes the two states. Both are energies because $Q$ is dimensionless. If your program differentiates with respect to a mass-weighted coordinate $q$, then $Q=\sqrt{\omega/\hbar}\,q$, with $\omega$ the angular frequency, and $\partial V/\partial Q=\sqrt{\hbar/\omega}\,\partial V/\partial q$.

**Q.** Can one mode have both a $\kappa$ and a $\lambda$?

**A.** It can if the two states have the same symmetry. Suppose instead that they are nondegenerate and belong to different symmetry species. The product of a nondegenerate real species with itself is totally symmetric, so $\langle n|h'_i|n\rangle$ survives only for a totally symmetric mode. For such a mode $\langle1|h'_i|2\rangle$ vanishes. At first order a mode can then tune the gap, couple the states, or do neither, but it cannot do both.

**Q.** I compute the slope of an adiabatic surface, whose state changes character as the nuclei move. Why should that slope be the diabatic $\kappa$, with no trace of $\lambda$?

**A.** Diagonalize $W$ and look. Its eigenvalues $v$ satisfy $(W_{11}-v)(W_{22}-v)-W_{12}^2=0$, that is

$$v^2-(W_{11}+W_{22})v+W_{11}W_{22}-W_{12}^2=0.$$

The discriminant is

$$g=(W_{11}+W_{22})^2-4W_{11}W_{22}+4W_{12}^2=(W_{22}-W_{11})^2+4W_{12}^2,$$

and the adiabatic surfaces are

$$V_{2,1}=V_0+\tfrac12(W_{11}+W_{22})\pm\tfrac12\sqrt g .$$

Subtracting them shows that $g=(V_2-V_1)^2$: the discriminant is the squared gap, and $V_0$ has dropped out. Let $\Delta=E_2-E_1>0$ and $\delta\kappa=\kappa_2-\kappa_1$. Along a single mode,

$$g'=2(W_{22}-W_{11})\,\delta\kappa+8W_{12}\lambda .$$

At $Q=0$ we have $W_{12}=0$ and $W_{22}-W_{11}=\Delta$, so $g'(0)=2\Delta\,\delta\kappa$ and $\sqrt{g(0)}=\Delta$. Since $V_0'(0)=0$,

$$V_{2,1}'(0)=\frac{\kappa_1+\kappa_2}{2}\pm\frac{g'(0)}{4\sqrt{g(0)}}=\frac{\kappa_1+\kappa_2}{2}\pm\frac{\kappa_2-\kappa_1}{2}.$$

The upper sign gives $\kappa_2$ and the lower gives $\kappa_1$. Hence

$$\boxed{\kappa_n=\left.\frac{\partial V_n}{\partial Q}\right|_{0}}$$

The coupling enters $g$ through $W_{12}^2$, which is of second order in $Q$, so it cannot affect a first derivative. If you choose a reference point where $V_0$ is not stationary, the adiabatic gradient is $\kappa_n+V_0'(0)$, and $V_0'(0)$ must be subtracted.

**Q.** You divided by $\Delta$. What happens if the states are degenerate at the reference point?

**A.** Then the step fails. Along a pure coupling mode with $\Delta=0$, $g=4\lambda^2Q^2$ and

$$V_{2,1}=V_0+E\pm|\lambda Q| ,$$

where $E$ is the common energy. Each surface has a kink at $Q=0$. The one-sided slopes of the upper one are $+|\lambda|$ and $-|\lambda|$, and no gradient exists there.

**Q.** So $\lambda$ is invisible in the gradient of a nondegenerate state. Where do I look for it?

**A.** In the second derivative of the gap. For a pure coupling mode $W_{22}-W_{11}=\Delta$ and $W_{12}=\lambda Q$, so

$$(V_2-V_1)^2=\Delta^2+4\lambda^2Q^2 .$$

Differentiating twice gives $8\lambda^2$, and therefore

$$\boxed{|\lambda|=\left[\frac18\left.\frac{\partial^2(V_2-V_1)^2}{\partial Q^2}\right|_{0}\right]^{1/2}}$$

The eight is a four from the discriminant times a two from differentiating $Q^2$.

**Q.** Why square the gap? I could differentiate the gap itself.

**A.** For $\Delta\neq0$ you could. The gap is $\sqrt{\Delta^2+4\lambda^2Q^2}=\Delta+2\lambda^2Q^2/\Delta+\dots$, whose second derivative at the origin is $4\lambda^2/\Delta$. This expression shows the physics: the coupling pushes the levels apart, more strongly the closer they are. Half of the push goes to each surface, so in the linear model the lower surface has curvature $V_0''-2\lambda^2/\Delta$ along the coupling mode, which is negative for strong enough coupling. But the expression is useless as $\Delta\to0$, where the gap becomes $2|\lambda Q|$. The squared gap is a polynomial in $Q$ within the model and remains smooth through the degeneracy.

**Q.** The square root also loses the sign of $\lambda$.

**A.** The overall sign has no meaning, because replacing $|2\rangle$ by $-|2\rangle$ reverses every $\lambda_i$ at once. The relative sign between two coupling modes $a$ and $b$ has meaning once the directions of $Q_a$ and $Q_b$ are fixed: for pure coupling modes it tells along which combined displacement the gap opens fastest. Reversing $Q_a$ alone reverses $\lambda_a$, so for pure coupling modes and a harmonic $V_0$ the vibronic levels of the linear two-state model do not depend on it. A mixed derivative supplies this relative sign. With

$$g=(\Delta+\delta\kappa_aQ_a+\delta\kappa_bQ_b)^2+4(\lambda_aQ_a+\lambda_bQ_b)^2,$$

the coefficient of $Q_aQ_b$ is $2\delta\kappa_a\delta\kappa_b+8\lambda_a\lambda_b$, and this is also the mixed derivative at the origin. For pure coupling modes it reduces to $8\lambda_a\lambda_b$. A term $\delta\gamma_{ab}Q_aQ_b$ in $W_{22}-W_{11}$ would add $2\Delta\,\delta\gamma_{ab}$, so the rule assumes that this term is negligible.

**Q.** That last remark worries me. Real surfaces have second-order terms. Does the formula for $\lambda$ itself survive them?

**A.** Not in general. Along one mode let

$$W_{22}-W_{11}=\Delta+\delta\kappa\,Q+\tfrac12\delta\gamma\,Q^2,\qquad W_{12}=\lambda Q+\tfrac12\mu Q^2 .$$

The two squares are

$$(W_{22}-W_{11})^2=\Delta^2+2\Delta\,\delta\kappa\,Q+(\delta\kappa^2+\Delta\,\delta\gamma)Q^2+O(Q^3),$$

$$4W_{12}^2=4\lambda^2Q^2+4\lambda\mu Q^3+O(Q^4).$$

The second derivative at the origin is twice the total coefficient of $Q^2$. Dividing by eight,

$$\frac18\left.\frac{\partial^2(V_2-V_1)^2}{\partial Q^2}\right|_0=\lambda^2+\frac{\delta\kappa^2}{4}+\frac{\Delta\,\delta\gamma}{4}.\tag{1}$$

The quadratic coupling $\mu$ is harmless because it first appears at order $Q^3$. Unequal slopes and unequal diagonal curvatures are not harmless. The boxed formula for $\lambda$ is therefore valid for a mode with $\delta\kappa=0$, which symmetry can guarantee, and $\delta\gamma=0$, which a difference in symmetry between the two states does not guarantee.

**Q.** Equation (1) still assumes two states. A molecule has many. What is $\delta\gamma$ then?

**A.** Second-order perturbation theory answers that. Take $h(Q)=h_0+Qh'+\tfrac12Q^2h''$ up to second order, and let $\epsilon_n(Q)$ be the eigenvalue of $h(Q)$ that starts at $E_n$. Expand

$$\epsilon_n=E_n+Q\epsilon^{(1)}+Q^2\epsilon^{(2)}+\dots,\qquad \psi=|n\rangle+Q\psi^{(1)}+Q^2\psi^{(2)}+\dots,$$

with $\psi^{(1)}$ and $\psi^{(2)}$ chosen orthogonal to $|n\rangle$. At order $Q$ the eigenvalue equation reads

$$h_0\psi^{(1)}+h'|n\rangle=E_n\psi^{(1)}+\epsilon^{(1)}|n\rangle .$$

Projection on $\langle n|$ gives $\epsilon^{(1)}=\langle n|h'|n\rangle$, so the gradient rule for $\kappa_n$ holds with any number of states. Projection on another state $\langle m|$ gives

$$\langle m|\psi^{(1)}\rangle=\frac{\langle m|h'|n\rangle}{E_n-E_m}.$$

At order $Q^2$, projection on $\langle n|$ removes the terms containing $\langle n|\psi^{(1)}\rangle$ and $\langle n|\psi^{(2)}\rangle$. What is left is

$$\epsilon^{(2)}=\tfrac12\langle n|h''|n\rangle+\langle n|h'|\psi^{(1)}\rangle .$$

Since $\epsilon_n''(0)=2\epsilon^{(2)}$,

$$\epsilon_n''(0)=\langle n|h''|n\rangle+2\sum_{m\ne n}\frac{|\langle n|h'|m\rangle|^2}{E_n-E_m}.$$

Separate the partner state from the rest by defining

$$\gamma_n=\langle n|h''|n\rangle+2\sum_{m\neq1,2}\frac{|\langle n|h'|m\rangle|^2}{E_n-E_m}.$$

The partner contributes $2\lambda^2/(E_2-E_1)=2\lambda^2/\Delta$ to state 2 and $2\lambda^2/(E_1-E_2)=-2\lambda^2/\Delta$ to state 1. The curvature of the gap is therefore

$$(V_2-V_1)''=\gamma_2-\gamma_1+\frac{4\lambda^2}{\Delta}.$$

Finally, the product rule gives

$$\left[(V_2-V_1)^2\right]''=2\left[(V_2-V_1)'\right]^2+2(V_2-V_1)(V_2-V_1)''.$$

At $Q=0$ the right side is $2\delta\kappa^2+2\Delta(\gamma_2-\gamma_1)+8\lambda^2$. Division by eight reproduces equation (1) with $\delta\gamma=\gamma_2-\gamma_1$. The derivation requires $\Delta\neq0$ and no degeneracy with outside states. The curvature difference $\delta\gamma$ thus has two sources: explicit second-order terms in $h$, and unequal repulsion of the two states by the others.

**Q.** Show me numbers, from a system where the diabatic matrix elements are also known.

**A.** Take one electron in a planar well with round parameters. With $x$ and $y$ in oscillator lengths and $p_x=-i\,\partial/\partial x$, and likewise for $y$,

$$\begin{aligned}h={}&\tfrac{\varepsilon}{2}(p_x^2+p_y^2+x^2+y^2)+b(x^2+y^2)^2\\&+\tfrac12\left(s+aQ_g+\tfrac12wQ_u^2\right)(y^2-x^2)\\&+\tfrac12cQ_g(x^2+y^2)+uQ_u\,xy .\end{aligned}$$

The parameters in eV are $\varepsilon=4$, $b=0.1$, $s=0.5$, $a=0.3$, $c=0.05$ and $u=0.4$, with $w=0$ for now. The common potential is $V_0=\tfrac12(0.10\,Q_g^2+0.08\,Q_u^2)$ eV.

The pair consists of the two lowest states that are odd under $(x,y)\to(-x,-y)$. At $Q=0$ one is odd in $x$ and the other odd in $y$, like two $p$ orbitals. The well is softer along $x$, so the $x$-like state is lower. The operators multiplying $Q_g$ are even in $x$ and in $y$, so $Q_g$ tunes. The operator $xy$ is odd in each, so $Q_u$ couples.

Diagonalization in an oscillator basis gives $E_1=8.2925$ eV and $E_2=8.7380$ eV, hence $\Delta=0.4455$ eV. Finite differences of the adiabatic energies along $Q_g$ give

$$\kappa_1=-0.1009\ \text{eV},\qquad\kappa_2=0.1648\ \text{eV},$$

or $-814$ and $1330$ cm$^{-1}$. They agree with $\langle n|h'_g|n\rangle$ to all printed digits. Along $Q_u$ the second derivative of the squared gap is $0.254513$ eV$^2$, so

$$|\lambda|=\sqrt{0.254513/8}\ \text{eV}=\sqrt{0.0318141}\ \text{eV}=0.17837\ \text{eV},$$

or $1439$ cm$^{-1}$. The matrix element $|\langle1|h'_u|2\rangle|$ is $0.17842$ eV, so the estimate is $0.03\%$ below it. The identity accounts for the difference: the true $\lambda^2$ is $0.0318336$ eV$^2$ and the outside states add $-0.0000195$ eV$^2$, which gives $0.0318141$ eV$^2$. The closeness belongs to this example, in which $h''=0$ along $Q_u$ and the outside states contribute little to $\delta\gamma$.

**Q.** That agreement is comfortable. What if I apply the formula to every mode without checking symmetry?

**A.** Along $Q_g$ it returns $0.1323$ eV, although the true coupling there is zero. By equation (1) the value comes mainly from the slopes: $\tfrac12|\kappa_2-\kappa_1|=\tfrac12(0.1648+0.1009)\ \text{eV}=0.1329$ eV. The small remainder is the curvature term. A tuning mode would thus be assigned a large coupling that does not exist.

**Q.** And if the coupling mode has a real second-order term?

**A.** Switch on $w$, which adds $h''=\tfrac12w(y^2-x^2)$ along $Q_u$. It leaves $h'$, and hence the true $\lambda$, unchanged.

- For $w=+0.2$ eV the curvature term $\Delta\,\delta\gamma/4$ is $+0.01986$ eV$^2$. The estimated $\lambda^2$ rises to $0.05170$ eV$^2$, so the estimate of $|\lambda|$ is $0.227$ eV, about $27\%$ above the true value.
- For $w=-0.4$ eV the curvature term is $-0.03979$ eV$^2$. The estimated $\lambda^2$ is $-0.00795$ eV$^2$, and the formula has no real root.

A negative result therefore does not mean that the coupling is absent. It means that the curvature difference outweighs it. The second derivative of the squared gap at this one point cannot separate the two contributions. Further information is needed, for example a value of $\langle1|h'|2\rangle$ or of $\delta\gamma$.

**Q.** The curvature term carries a factor $\Delta$. Does it disappear at a conical intersection?

**A.** Yes, but the argument must be made afresh, since the perturbation theory above assumed $\Delta\ne0$. At a degeneracy, first-order theory requires diagonalizing $h'$ within the pair. If its $2\times2$ block has eigenvalues $\beta_1$ and $\beta_2$, then the squared gap is $(\beta_2-\beta_1)^2Q^2$ plus higher orders. Any real symmetric block can be rotated to equal diagonal elements, so the basis must be fixed first. Take the two states of different symmetry species. For a pure coupling mode the block then has equal diagonal elements and off-diagonal element $\lambda$. Then $\beta_2-\beta_1=2|\lambda|$, and one eighth of the second derivative is $\lambda^2$. A curvature difference adds $\tfrac12\delta\gamma\,Q^2$ to $W_{22}-W_{11}$, which has no constant or linear term here, so it enters the squared gap only as $\tfrac14\delta\gamma^2Q^4$ and leaves the second derivative at the origin unchanged.

In the example with $w=0$ the well becomes round when $s+aQ_g=0$ and $Q_u=0$, that is at $Q_g=-0.5/0.3=-1.667$. A rotation by $90^\circ$ then turns one $p$-like state into the other, so they are degenerate. The squared gap along $Q_u$ gives $0.1794$ eV there, and half the eigenvalue splitting of the block gives the same. The one-sided slopes of the upper surface are $\pm0.1794$ eV, as the kink requires. This $\lambda$ is about $0.5\%$ larger than the one at $Q=0$, because the frozen states belong to a different reference point.

**Q.** Does the linear model built at $Q=0$ know where that intersection is?

**A.** It predicts one where the diagonal elements meet and the coupling vanishes. From $E_1+\kappa_1Q_g=E_2+\kappa_2Q_g$,

$$Q_g=-\frac{\Delta}{\kappa_2-\kappa_1}=-\frac{0.4455}{0.2658}=-1.676,\qquad Q_u=0,$$

against the exact $-1.667$.

**Q.** And the surfaces away from special points?

**A.** At $Q_g=Q_u=1$ the model's gap is

$$\sqrt{(0.4455+0.2658)^2+4(0.03181)}\ \text{eV}=0.7957\ \text{eV},$$

while diagonalization gives $0.7950$ eV. The separate surfaces are less accurate. The model has $V_1=8.2394$ eV and $V_2=9.0351$ eV, against $8.2293$ and $9.0242$ eV, so it lies about $0.01$ eV too high on both. Most of this error is common to the two surfaces and cancels in the gap.

The error should grow as the square of a small displacement. The model reproduces the energies and gradients at $Q=0$, but it omits the second-order terms $\gamma_n$. When both coordinates are doubled from $0.1$ to $0.2$, the errors of $V_1$ and $V_2$ grow by factors of $3.99$ and $4.00$. The numerical check asserts this scaling, as well as equation (1) in each case above with $\Delta\neq0$.

**Q.** Then what must I establish before I trust a $\lambda$ taken from the squared gap?

**A.** That the two adiabatic slopes along the mode are equal, and that $|\Delta\,\delta\gamma|/4$ is small compared with $\lambda^2$. The first can be read from the gradients you already have. The second needs information beyond the squared-gap derivative, and it becomes easier to satisfy as the reference gap shrinks, provided $\delta\gamma$ stays finite and $\lambda$ does not vanish.

## Computed values

```
Input E0 = 4.00 eV, B = 0.10 eV, S0 = 0.50 eV
Input G = 0.30 eV, H_ISO = 0.05 eV, U = 0.40 eV
Input omega_g = 0.10 eV, omega_u = 0.08 eV
Basis: max quanta 21, odd functions 132
Energy change from max quanta 15: 3.2e-10 eV
E1 = 8.292527 eV
E2 = 8.738027 eV
Gap at Q=0 = 0.445501 eV
Next odd state above E2 by 8.4744 eV
kappa1 from gradient = -0.100933 eV
kappa1 from matrix element = -0.100933 eV
kappa2 from gradient = 0.164847 eV
kappa2 from matrix element = 0.164847 eV
Second derivative of gap^2 along Qu = 0.254513 eV^2
lambda from squared gap = 0.178365 eV
lambda from matrix element = 0.178420 eV
Relative deviation = -0.031 percent
True lambda^2 = 0.0318336 eV^2
Outside-state term, Qu = -0.0000195 eV^2
Estimated lambda^2, Qu = 0.0318141 eV^2
kappa1 = -814.1 cm^-1
kappa2 = 1329.6 cm^-1
lambda = 1438.6 cm^-1
False lambda from tuning mode = 0.132253 eV
|kappa2-kappa1|/2 = 0.132890 eV
W = +0.20 eV: curvature term = +0.019864 eV^2
W = +0.20 eV: estimated lambda^2 = +0.051698 eV^2
W = -0.40 eV: curvature term = -0.039787 eV^2
W = -0.40 eV: estimated lambda^2 = -0.007954 eV^2
Intersection Qg, exact = -1.6667 (dimensionless)
Intersection Qg, linear model = -1.6762 (dimensionless)
lambda at intersection, squared gap = 0.179388 eV
lambda at intersection, 2x2 block = 0.179388 eV
Upper slope right of intersection = +0.1794 eV
Upper slope left of intersection = -0.1794 eV
V1(1,1) exact = 8.22927 eV
V1(1,1) linear model = 8.23937 eV
V2(1,1) exact = 9.02422 eV
V2(1,1) linear model = 9.03510 eV
Gap(1,1) exact = 0.79495 eV
Gap(1,1) linear model = 0.79572 eV
Error ratio on doubling Q: V1 3.991, V2 4.003
```
